# Separated-field resonance of 2S and decaying 2P below natural width: verification in Python

```python
# Separated-field resonance of a metastable level S and a decaying level P.
# Result under test: the phase-difference signal
#   D = P_pi - P_0 = 4 Re[ conj(M_SS)^2 Q^2 exp(-kappa T) ]
# has a central fringe narrower than the natural width for a long gap T,
# while its height on resonance falls as exp(-gamma T / 2).
# P_phi: S survival probability for relative field phase phi
# gamma: population decay rate of P; omega: Rabi frequency
# delta: field minus transition angular frequency; kappa = gamma/2 + i delta
# tau: length of each pulse; T: field-free gap between the pulses
# M_SS, -i Q: one-pulse amplitudes for S to S and S to P
# Internal units: ns and rad/ns. Printed frequencies: MHz.
import numpy as np
from scipy.integrate import solve_ivp, dblquad
from scipy.optimize import brentq, minimize_scalar

RAD = 2 * np.pi * 1e-3          # rad/ns for one MHz
gamma = 100 * RAD
omega = 40 * RAD
tau = 2.0
carrier = 1000 * RAD


def pulse(delta, om=omega, ga=gamma, length=tau):
    kappa = ga / 2 + 1j * np.asarray(delta)
    s = 0.5 * np.sqrt(kappa**2 - om**2 + 0j)
    damp = np.exp(-kappa * length / 2)
    sh = np.sinh(s * length) / s
    stay = damp * (np.cosh(s * length) + kappa * sh / 2)
    return stay, damp * om * sh / 2, kappa


def survival(delta, gap, sign, om=omega, ga=gamma, length=tau):
    # sign = +1 for equal phases, -1 for opposite phases
    stay, q, kappa = pulse(delta, om, ga, length)
    return abs(stay**2 - sign * q**2 * np.exp(-kappa * gap))**2


def signal(delta, gap, om=omega, ga=gamma, length=tau):
    stay, q, kappa = pulse(delta, om, ga, length)
    return 4 * np.real(np.conj(stay)**2 * q**2 * np.exp(-kappa * gap))


def mean_pulse_delay(ga=gamma, length=tau):
    return 2 / ga - length / np.expm1(ga * length / 2)


def width(gap, ga=gamma, function=None):
    # full width at half the central height, in MHz
    f = function or (lambda d: signal(d, gap, ga=ga))
    top = f(0.0)
    upper = np.pi / (gap + 2 * mean_pulse_delay(ga))
    return 2 * brentq(lambda d: f(d) - top / 2, 0, upper, xtol=1e-8) / RAD


def master_survival(delta, gap, phase, om=omega):
    # density matrix of S, P and the final level G, with decay P -> G
    jump = np.zeros((3, 3), complex)
    jump[2, 1] = 1
    number = jump.conj().T @ jump
    rho = np.zeros((3, 3), complex)
    rho[0, 0] = 1
    for length, drive in ((tau, om), (gap, 0), (tau, om * np.exp(1j * phase))):
        if length == 0:
            continue
        h = np.zeros((3, 3), complex)
        h[1, 1] = delta
        h[1, 0] = drive / 2
        h[0, 1] = np.conj(drive) / 2

        def rhs(t, y):
            r = y.reshape(3, 3)
            out = -1j * (h @ r - r @ h)
            out += gamma * (jump @ r @ jump.conj().T
                            - (number @ r + r @ number) / 2)
            return out.ravel()

        sol = solve_ivp(rhs, (0, length), rho.ravel(), method="DOP853",
                        rtol=1e-10, atol=1e-12)
        assert sol.success
        rho = sol.y[:, -1].reshape(3, 3)
    assert abs(np.trace(rho) - 1) < 1e-8
    return rho[0, 0].real


def master_signal(delta, gap, om=omega):
    return (master_survival(delta, gap, np.pi, om)
            - master_survival(delta, gap, 0.0, om))


# Signal from the master equation, for moderate and strong drive
master_error = 0.0
for f_mhz, gap, rabi_mhz in ((0, 0, 40), (35, 4, 40), (-70, 8, 40),
                            (25, 3, 150)):
    d, om = f_mhz * RAD, rabi_mhz * RAD
    p_zero = master_survival(d, gap, 0.0, om)
    p_pi = master_survival(d, gap, np.pi, om)
    assert abs(p_zero - survival(d, gap, 1, om)) < 1e-7
    assert abs(p_pi - survival(d, gap, -1, om)) < 1e-7
    master_error = max(master_error, abs(p_pi - p_zero - signal(d, gap, om)))
assert master_error < 1e-7

# The line is even in detuning
assert abs(master_signal(45 * RAD, 5) - master_signal(-45 * RAD, 5)) < 1e-7

# Height follows the amplitude decay, not the population decay
loss_master = master_signal(0, 8) / master_signal(0, 2)
assert abs(loss_master / np.exp(-gamma * 6 / 2) - 1) < 1e-5
assert abs(loss_master / np.exp(-gamma * 6) - 1) > 1

# Subnatural width directly from the master equation
master_width = width(8, function=lambda d: master_signal(d, 8))
assert abs(master_width - width(8)) < 0.01
assert master_width < 100

# Weak pulses: explicit sum over the two transfer times
weak_rabi = 0.4 * RAD
for f_mhz, gap in ((0, 3), (30, 3), (60, 8)):
    d = f_mhz * RAD
    integral = dblquad(
        lambda t1, t2: np.exp(-gamma * (t2 - t1) / 2) * np.cos(d * (t2 - t1)),
        gap, gap + tau, -tau, 0)[0]
    kap = gamma / 2 + 1j * d
    q_weak = (1 - np.exp(-kap * tau)) / kap
    weak_formula = np.real(np.exp(-kap * gap) * q_weak**2)
    assert abs(weak_formula - integral) < 1e-8
    scale = np.exp(-gamma * gap / 2) * tau**2
    assert abs(signal(d, gap, weak_rabi) / weak_rabi**2 - integral) < 1e-3 * scale

# Natural width from the slowly decaying eigenvalue under weak quenching
def quench_rate(d, om=1.0 * RAD):
    h = np.array([[0, om / 2], [om / 2, d - 1j * gamma / 2]])
    values = np.linalg.eigvals(h)
    return -2 * values[np.argmin(abs(values.imag))].imag


natural_width = 2 * brentq(
    lambda d: quench_rate(d) - quench_rate(0) / 2, 0, 200 * RAD) / RAD
assert abs(natural_width - gamma / RAD) < 0.1
for d in (0, 40 * RAD, 100 * RAD):
    rate_formula = RAD**2 * gamma / (4 * (d**2 + gamma**2 / 4))
    assert abs(quench_rate(d) / rate_formula - 1) < 1e-3

# Phase average does not show the narrow line
def average_quench(d, gap=8):
    return 1 - (survival(d, gap, 1) + survival(d, gap, -1)) / 2


average_width = 2 * brentq(
    lambda d: average_quench(d) - average_quench(0) / 2, 0, 500 * RAD) / RAD
assert average_width > natural_width

# Mean delay predicts the fringe width; gamma has little direct effect on it
def width_estimate(gap):
    return 1e3 / (3 * (gap + 2 * mean_pulse_delay()))


for gap in (4, 6, 8, 12):
    assert abs(width(gap) / width_estimate(gap) - 1) < 0.03
width_half_gamma = width(8, ga=gamma / 2)
assert abs(width_half_gamma / width(8) - 1) < 0.03

# Laboratory-frame field with its counter-rotating part, common phase averaged
def lab_survival(delta, gap, phase, common):
    freq = carrier + delta
    y, start = np.array([1, 0], complex), 0.0
    for length, strength, shift in ((tau, omega, 0), (gap, 0, 0),
                                    (tau, omega, phase)):
        def rhs(t, a):
            v = strength * np.cos(freq * t + common + shift)
            return np.array([-1j * v * a[1],
                             -1j * v * a[0] + (1j * carrier - gamma / 2) * a[1]])
        sol = solve_ivp(rhs, (start, start + length), y, method="DOP853",
                        rtol=1e-8, atol=1e-10)
        assert sol.success
        y, start = sol.y[:, -1], start + length
    return abs(y[0])**2


rwa_error = 0.0
for f_mhz in (0, 30):
    d = f_mhz * RAD
    lab = np.mean([lab_survival(d, 4, np.pi, c) - lab_survival(d, 4, 0, c)
                   for c in np.arange(4) * np.pi / 4])
    rwa_error = max(rwa_error, abs(lab - signal(d, 4)) / signal(0, 4))
assert rwa_error < 0.02

# Greatest slope and the gap that maximizes it
f_grid = np.linspace(0, 600, 6001)


def greatest_slope(gap, length=tau):
    return np.max(abs(np.gradient(signal(f_grid * RAD, gap, length=length),
                                  f_grid)))


short = 0.02
short_opt = minimize_scalar(lambda g: -greatest_slope(g, short) * 1e6,
                            bounds=(0.5, 10), method="bounded").x
assert abs(short_opt / (2 / gamma) - 1) < 0.02
best = minimize_scalar(lambda g: -greatest_slope(g) * 1e3,
                       bounds=(0, 8), method="bounded").x
best_slope = greatest_slope(best)

# Total survivor count sets the noise and must be nearly constant
counts = np.array([survival(f_grid * RAD, g, 1) + survival(f_grid * RAD, g, -1)
                   for g in (0, 2, 4, 8, 12)])
count_spread = counts.max() / counts.min() - 1
assert count_spread < 0.15

crossing = brentq(lambda g: width(g) - natural_width, 0, 5)
assert width(crossing + 0.5) < natural_width < width(crossing - 0.5)

print(f"P decay width gamma/2pi: {gamma / RAD:.1f} MHz")
print(f"P decay rate gamma: {gamma:.4f} per ns")
print(f"P lifetime 1/gamma: {1 / gamma:.3f} ns")
print(f"Rabi frequency Omega/2pi: {omega / RAD:.1f} MHz")
print(f"pulse length tau: {tau:.1f} ns")
print(f"carrier in lab-frame test: {carrier / RAD:.0f} MHz")
stay0, q0, _ = pulse(0.0)
print(f"M_SS on resonance: {stay0.real:.5f}")
print(f"Q on resonance: {q0.real:.5f}")
print(f"mean delay per pulse u: {mean_pulse_delay():.4f} ns")
print(f"weak continuous quench FWHM: {natural_width:.2f} MHz")
print("gap ns | FWHM MHz | estimate MHz | height | fraction | rel. time")
for gap in (0, 2, 4, 6, 8, 12):
    height = signal(0, gap)
    cost = (best_slope / greatest_slope(gap))**2
    print(f"{gap:2d} | {width(gap):.2f} | {width_estimate(gap):.2f} | "
          f"{height:.6f} | {height / signal(0, 0):.5f} | {cost:.2f}")
print("line shape at gap 8 ns: detuning MHz | P_0 | P_pi | D")
for f_mhz in (0, 10, 20, 30, 40, 50):
    d = f_mhz * RAD
    print(f"{f_mhz:2d} | {survival(d, 8, 1):.6f} | "
          f"{survival(d, 8, -1):.6f} | {signal(d, 8):.6f}")
print(f"master-equation FWHM at gap 8 ns: {master_width:.2f} MHz")
print(f"FWHM at gap 8 ns with gamma halved: {width_half_gamma:.2f} MHz")
print(f"phase-averaged quench FWHM at gap 8 ns: {average_width:.1f} MHz")
print(f"height ratio, gap 8 to 2 ns, master eq.: {loss_master:.5f}")
print(f"population decay over the same 6 ns: {np.exp(-gamma * 6):.5f}")
print(f"gap where FWHM equals natural width: {crossing:.3f} ns")
print(f"gap of greatest slope, tau = 2 ns: {best:.2f} ns")
print(f"FWHM at that gap: {width(best):.1f} MHz")
print(f"short-pulse optimum 2/gamma: {2 / gamma:.3f} ns")
print(f"numerical optimum, tau = 0.02 ns: {short_opt:.2f} ns")
print(f"largest spread of total survivor count: {100 * count_spread:.1f} %")
print(f"rotating-wave error / central height: {100 * rwa_error:.2f} %")
print(f"largest master-equation difference in D: {master_error:.1e}")
print("done: every assertion held")
```

Running it gives:

```
P decay width gamma/2pi: 100.0 MHz
P decay rate gamma: 0.6283 per ns
P lifetime 1/gamma: 1.592 ns
Rabi frequency Omega/2pi: 40.0 MHz
pulse length tau: 2.0 ns
carrier in lab-frame test: 1000 MHz
M_SS on resonance: 0.97424
Q on resonance: 0.18466
mean delay per pulse u: 0.8960 ns
weak continuous quench FWHM: 99.98 MHz
gap ns | FWHM MHz | estimate MHz | height | fraction | rel. time
 0 | 173.33 | 186.02 | 0.129460 | 1.00000 | 1.51
 2 | 86.11 | 87.91 | 0.069065 | 0.53349 | 1.01
 4 | 56.93 | 57.55 | 0.036845 | 0.28461 | 1.46
 6 | 42.48 | 42.78 | 0.019657 | 0.15184 | 2.78
 8 | 33.87 | 34.04 | 0.010487 | 0.08100 | 6.14
12 | 24.09 | 24.17 | 0.002985 | 0.02305 | 37.98
line shape at gap 8 ns: detuning MHz | P_0 | P_pi | D
 0 | 0.895642 | 0.906128 | 0.010487
10 | 0.896721 | 0.905263 | 0.008541
20 | 0.899591 | 0.903036 | 0.003445
30 | 0.903283 | 0.900411 | -0.002872
40 | 0.906609 | 0.898571 | -0.008038
50 | 0.908614 | 0.898463 | -0.010150
master-equation FWHM at gap 8 ns: 33.87 MHz
FWHM at gap 8 ns with gamma halved: 33.50 MHz
phase-averaged quench FWHM at gap 8 ns: 494.3 MHz
height ratio, gap 8 to 2 ns, master eq.: 0.15184
population decay over the same 6 ns: 0.02305
gap where FWHM equals natural width: 1.455 ns
gap of greatest slope, tau = 2 ns: 1.66 ns
FWHM at that gap: 94.3 MHz
short-pulse optimum 2/gamma: 3.183 ns
numerical optimum, tau = 0.02 ns: 3.16 ns
largest spread of total survivor count: 10.4 %
rotating-wave error / central height: 0.31 %
largest master-equation difference in D: 2.1e-12
done: every assertion held
```
